\section*{The Eich-Gross spin-spiral functional and its transverse exchange-correlation field}

\section{The missing torque}

In a noncollinear calculation with the local spin density approximation, the exchange-correlation (xc) magnetic field is parallel to the spin density at every point. The xc field then exerts no local torque on the spins, however strongly their direction varies in space. The reason is the form of the energy,
\begin{equation}
E_{xc}^{\rm loc}=\int e_{\rm unif}(n,|\mathbf m|)\,d^3r ,\qquad
\delta|\mathbf m|=\frac{\mathbf m\cdot\delta\mathbf m}{|\mathbf m|} ,
\end{equation}
which responds only to changes of $\mathbf m$ along itself. The functional below takes its energy density from an electron gas whose spin direction rotates, and its field has a transverse part.

Hartree atomic units are used. The vector $\mathbf m=\langle\boldsymbol\sigma\rangle$ is a number density, $m=|\mathbf m|$, $\mathbf u=\mathbf m/m$, and repeated spatial indices $i$ are summed. The field is defined by
\begin{equation}
\delta E_{xc}=-\int\mathbf B_{xc}\cdot\delta\mathbf m\,d^3r\qquad(n\ \text{fixed}).
\label{def}
\end{equation}
With this coupling, $-\mathbf B\cdot\boldsymbol\sigma$ in the Hamiltonian, the field contributes $2\,\mathbf m\times\mathbf B_{xc}$ to $\partial_t\mathbf m$.

\section{The spin-spiral electron gas}

The reference system has constant density $n$ and
\begin{equation}
\mathbf m=M(s\cos\mathbf q\cdot\mathbf r,\;s\sin\mathbf q\cdot\mathbf r,\;c),\quad s=\sin\theta,\; c=\cos\theta .
\label{spiral}
\end{equation}
Let $e(n,M,s,q)$ be its xc energy per volume. It is assumed that a noninteracting ground state with this $n$ and $\mathbf m$ exists. Its Kohn-Sham field has an in-plane part $B_\perp$ that rotates with $\mathbf m$, and an axial part $B_z$. The orbitals are
\begin{equation}
\psi_{\mathbf k}=\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt V}
\begin{pmatrix}a\,e^{-i\mathbf q\cdot\mathbf r/2}\\ b\,e^{i\mathbf q\cdot\mathbf r/2}\end{pmatrix}.
\end{equation}
The two kinetic energies are $(\mathbf k\mp\mathbf q/2)^2/2=k^2/2+q^2/8\mp k_\parallel q/2$, with $k_\parallel$ the component of $\mathbf k$ along $\mathbf q$. The phases cancel those of the rotating field, so $(a,b)$ is an eigenvector of
\begin{equation}
\frac{k^2}{2}+\frac{q^2}{8}-\mathbf h\cdot\boldsymbol\sigma,\qquad
\mathbf h=(B_\perp,0,B_z+k_\parallel q/2).
\end{equation}
The lower band ($\nu=+1$) and upper band ($\nu=-1$) have energies $k^2/2+q^2/8-\nu|\mathbf h|$ and spin directions $\nu\hat{\mathbf h}$. At fixed $k_\parallel$ the states below $\mu$ fill a disc of squared radius
\begin{equation}
R_\nu^2=2\left(\mu-k_\parallel^2/2-q^2/8+\nu|\mathbf h|\right),
\end{equation}
when this is positive. The three unknowns $\mu,B_\perp,B_z$ follow from
\begin{equation}
n=\sum_\nu\!\int\!\frac{R_\nu^2}{8\pi^2}dk_\parallel,\quad
M(s,c)=\sum_\nu\nu\!\int\!\frac{R_\nu^2}{8\pi^2}(\hat h_x,\hat h_z)\,dk_\parallel .
\end{equation}

The exchange part of $e$ can be written out. In $\psi_{\mathbf k}^\dagger\psi_{\mathbf k'}$ the phases $e^{\pm i\mathbf q\cdot\mathbf r/2}$ cancel, and two spinors with spin directions $\nu\hat{\mathbf h}$ and $\nu'\hat{\mathbf h}'$ have squared overlap $(1+\nu\nu'\hat{\mathbf h}\cdot\hat{\mathbf h}')/2$. Hence
\begin{equation}
e_x=-\frac12\sum_{\nu\nu'}\int\!\!\int\frac{d^3k\,d^3k'}{(2\pi)^6}\,
\frac{4\pi}{|\mathbf k-\mathbf k'|^2}\,\frac{1+\nu\nu'\hat{\mathbf h}\cdot\hat{\mathbf h}'}{2}.
\label{ex}
\end{equation}
The overlap depends on $k_\parallel,k'_\parallel$ alone, so the integral over two discs can be done first. Let their squared radii be $A,U$ and $g=(k_\parallel-k'_\parallel)^2$. With $K,K'$ the squared in-plane momenta, the angular integral $\int_0^{2\pi}d\varphi/(a-b\cos\varphi)=2\pi/\sqrt{a^2-b^2}$ gives $\pi^2G$, where
\begin{equation}
G=\int_0^A\!\!dK\!\int_0^U\!\!\frac{dK'}{S(K,K')},\quad S^2(A,U)=(A+U+g)^2-4AU .
\end{equation}
One integration is elementary:
\begin{equation}
\partial_AG=\ln\frac{U+g-A+S}{2g},
\end{equation}
and $\partial_UG$ follows by exchanging $A$ and $U$. For the third derivative, $\partial_A\partial_U\partial_gG=-(A+U+g)/S^3$, while direct differentiation gives $\partial_A\partial_US=-2g(A+U+g)/S^3$. Since $\partial_gG$ vanishes at $A=0$ and at $U=0$, it must be $(S-A-U-g)/(2g)$. $G$ is homogeneous of degree one, so $G=A\,\partial_AG+U\,\partial_UG+g\,\partial_gG$:
\begin{equation}
G=A\ln\frac{U+g-A+S}{2g}+U\ln\frac{A+g-U+S}{2g}+\frac{S-A-U-g}{2}.
\end{equation}
Two integrals over $k_\parallel$ and $k'_\parallel$ remain. The integrand has a logarithmic singularity at $k_\parallel=k'_\parallel$, where the inner integration should be split.

\section{The two invariants}

Besides $n$ and $m$, a spiral has two parameters, so two scalars built from derivatives of $\mathbf m$ are needed. Define
\begin{align}
\mathbf t_i&=\mathbf m\times\partial_i\mathbf m, & D&=\mathbf t_i\cdot\mathbf t_i,\\
\boldsymbol\tau&=\mathbf m\times\nabla^2\mathbf m=\partial_i\mathbf t_i, & d&=\boldsymbol\tau\cdot\boldsymbol\tau .
\end{align}
The second form of $\boldsymbol\tau$ holds because $\partial_i\mathbf m\times\partial_i\mathbf m=0$. Both scalars are unchanged by a global spin rotation, and both vanish for collinear $\mathbf m$. The second contains second derivatives.

On the spiral, $\partial_i\mathbf m$ has length $Msq_i$ and is perpendicular to $\mathbf m$. The vector $\nabla^2\mathbf m$ has length $Msq^2$ and lies in the spiral plane, at an angle to $\mathbf m$ whose sine is $|c|$. Therefore
\begin{equation}
D=M^4s^2q^2,\qquad d=M^4q^4s^2c^2 .
\end{equation}
Then $M^4d/D^2=c^2/s^2$, which with $s^2+c^2=1$ gives
\begin{equation}
s^2=\frac{D^2}{D^2+m^4d},\qquad q^2=\frac{D}{m^4s^2}=\frac{D}{m^4}+\frac dD .
\label{inv}
\end{equation}
The Eich-Gross functional uses these relations at each point:
\begin{equation}
E_{xc}[n,\mathbf m]=\int e\bigl(n,m,s(\mathbf r),q(\mathbf r)\bigr)\,d^3r .
\label{EG}
\end{equation}

The spiral gas does not single out this pair. The scalar $m^4|\mathbf u\times\nabla^2\mathbf u|^2$ equals $d$ on every spiral, but since
\begin{equation}
\boldsymbol\tau=m^2\,\mathbf u\times\nabla^2\mathbf u+2m(\partial_im)\,\mathbf u\times\partial_i\mathbf u ,
\end{equation}
the two can differ where the length of $\mathbf m$ varies. Equation (\ref{EG}) inherits the accuracy of $e$ on spirals and is an approximation elsewhere. It has no separate dependence on $\nabla n$ or on $\nabla m$ in collinear regions.

\section{Slow rotation}

For constant $n$ and $m$, the scalar of second order in gradients that rotation invariance in spin and in space allows is $|\partial_i\mathbf u|^2=D/m^4=s^2q^2$, because $\mathbf u\cdot\nabla^2\mathbf u=-|\partial_i\mathbf u|^2$. If the expansion is regular to this order,
\begin{equation}
e=e_{\rm unif}(n,M)+\alpha(n,M)\,s^2q^2 ,
\label{slow}
\end{equation}
and $d$ drops out at leading order.

For exchange, $\alpha$ follows from the planar spiral, $s=1$, $B_z=0$. Let $k_\uparrow,k_\downarrow$ be the Fermi wave numbers of the uniform gas and $\kappa_j=k_\uparrow^j-k_\downarrow^j$. Equal chemical potentials, $k_\uparrow^2/2-B=k_\downarrow^2/2+B$, give $B=\kappa_2/4$. The spinors tilt by $\beta=k_\parallel q/(2B)$, which has two effects of order $q^2$.

First, overlaps within a band fall by $(\beta-\beta')^2/4$ and those between bands rise by the same amount. Here $(\beta-\beta')^2=q^2(k_\parallel-k'_\parallel)^2/(4B^2)$, and over isotropic spheres $(k_\parallel-k_\parallel')^2/|\mathbf k-\mathbf k'|^2$ averages to $1/3$. Equation (\ref{ex}) then changes by
\begin{equation}
\delta e_1=\frac{4\pi}{2}\,\frac13\,\frac{q^2}{16B^2}\,(n_\uparrow-n_\downarrow)^2=\frac{\pi M^2}{24B^2}\,q^2 .
\end{equation}

Second, tilting reduces the moment of each band by the factor $1-\langle\beta^2\rangle/2$. With $\langle k_\parallel^2\rangle=k_\sigma^2/5$, holding $M$ fixed requires the difference of band populations to grow by
\begin{equation}
\delta=\frac{q^2}{40B^2}\,(n_\uparrow k_\uparrow^2-n_\downarrow k_\downarrow^2).
\end{equation}
The exchange orbital energy is constant on each Fermi sphere, with value $-k_\sigma/\pi$. To first order only the population changes $\pm\delta/2$ matter, not the distortion of the spheres:
\begin{equation}
\delta e_2=-\frac{k_\uparrow-k_\downarrow}{2\pi}\,\delta .
\end{equation}
Inserting $n_\sigma=k_\sigma^3/(6\pi^2)$ and $B^2=\kappa_2^2/16$ gives
\begin{equation}
\alpha_x=\frac{1}{\pi^3\kappa_2^2}\left(\frac{\kappa_3^2}{54}-\frac{\kappa_1\kappa_5}{30}\right).
\label{alpha}
\end{equation}
Since $\kappa_j=j\int_{k_\downarrow}^{k_\uparrow}k^{j-1}dk$, the Cauchy-Schwarz inequality $(\int k^2)^2\le\int1\int k^4$ gives $5\kappa_3^2\le9\kappa_1\kappa_5$, hence $\alpha_x\le0$. At fixed $n$ and $M$, slow rotation lowers the exchange energy. This says nothing about the total energy, which also contains the kinetic cost.

For $M\to0$, put $k_{\uparrow,\downarrow}=k\pm\epsilon$. Both terms in the bracket tend to $\tfrac23k^4\epsilon^2$ and cancel, so $\alpha_x\to0$. For $k_\downarrow\to0$, taken after $q\to0$, $\alpha_x\to-2k_\uparrow^2/(135\pi^3)$. At weak polarization a numerical $e_x$ must therefore resolve a small difference of larger terms.

\section{The field}

Write the integrand of (\ref{EG}) as $f(n,m,D,d)$, with subscripts for partial derivatives. The variations are
\begin{align}
\delta\mathbf t_i&=\delta\mathbf m\times\partial_i\mathbf m+\mathbf m\times\partial_i\delta\mathbf m,\\
\delta\boldsymbol\tau&=\delta\mathbf m\times\nabla^2\mathbf m+\mathbf m\times\nabla^2\delta\mathbf m,\\
\delta E_{xc}&=\int\left(f_m\mathbf u\cdot\delta\mathbf m+2f_D\mathbf t_i\cdot\delta\mathbf t_i+2f_d\boldsymbol\tau\cdot\delta\boldsymbol\tau\right)d^3r .
\label{weak}
\end{align}
Cyclic permutation of the triple products gives
\begin{equation}
\mathbf t_i\cdot\delta\mathbf t_i=\delta\mathbf m\cdot(\partial_i\mathbf m\times\mathbf t_i)-\partial_i\delta\mathbf m\cdot(\mathbf m\times\mathbf t_i).
\end{equation}
Partial integration, with boundary terms absent for periodic or decaying fields, turns the last term into $+\delta\mathbf m\cdot\partial_i(2f_D\,\mathbf m\times\mathbf t_i)$. Its product rule yields a second copy of $2f_D\,\partial_i\mathbf m\times\mathbf t_i$. The $d$ term is treated alike; two partial integrations leave its sign unchanged. By (\ref{def}),
\begin{align}
\mathbf B_{xc}={}&-f_m\mathbf u-2\left[2f_D\,\partial_i\mathbf m\times\mathbf t_i+\mathbf m\times\partial_i(f_D\mathbf t_i)\right]\nonumber\\
&-2\left[f_d\,\nabla^2\mathbf m\times\boldsymbol\tau-\nabla^2(f_d\,\mathbf m\times\boldsymbol\tau)\right].
\label{B}
\end{align}
The first term is parallel to $\mathbf m$; the brackets in general are not. In the slow regime with constant $n$ and $m$, $f_D=\alpha/m^4$ and $f_d=0$. There $\partial_i\mathbf m\times\mathbf t_i=\mathbf m|\partial_i\mathbf m|^2$ is parallel to $\mathbf m$, and $\mathbf m\times\boldsymbol\tau=\mathbf m(\mathbf m\cdot\nabla^2\mathbf m)-m^2\nabla^2\mathbf m$, so
\begin{equation}
\mathbf B_{xc}^{\perp}=\frac{2\alpha}{m}\,(\nabla^2\mathbf u)_\perp ,
\label{Bslow}
\end{equation}
with $\perp$ the part normal to $\mathbf m$.

\subsection{Local and net torque}

Rotate the spins locally, $\delta\mathbf m=\boldsymbol\omega(\mathbf r)\times\mathbf m$. From (\ref{def}), $\delta E_{xc}=-\int\boldsymbol\omega\cdot(\mathbf m\times\mathbf B_{xc})\,d^3r$. The length $m$ is unchanged, and
\begin{align}
\delta\mathbf t_i&=\boldsymbol\omega\times\mathbf t_i+\mathbf m\times(\partial_i\boldsymbol\omega\times\mathbf m),\\
\delta\boldsymbol\tau&=\boldsymbol\omega\times\boldsymbol\tau+\mathbf m\times(2\partial_i\boldsymbol\omega\times\partial_i\mathbf m+\nabla^2\boldsymbol\omega\times\mathbf m).
\end{align}
The terms without derivatives of $\boldsymbol\omega$ do not change $D$ or $d$. Expanding the double products, with $\mathbf t_i\cdot\mathbf m=\boldsymbol\tau\cdot\mathbf m=0$,
\begin{align}
\delta D&=2m^2\,\mathbf t_i\cdot\partial_i\boldsymbol\omega,\\
\delta d&=4\left[(\mathbf m\cdot\partial_i\mathbf m)\boldsymbol\tau-(\boldsymbol\tau\cdot\partial_i\mathbf m)\mathbf m\right]\cdot\partial_i\boldsymbol\omega+2m^2\boldsymbol\tau\cdot\nabla^2\boldsymbol\omega .
\end{align}
Partial integration and the arbitrariness of $\boldsymbol\omega$ give $\mathbf m\times\mathbf B_{xc}=\partial_i\mathbf J_i$. The term $-\partial_i(2m^2f_d\boldsymbol\tau)$ contains $-4f_d(\mathbf m\cdot\partial_i\mathbf m)\boldsymbol\tau$, which cancels the first part of $\delta d$. What is left is
\begin{equation}
\mathbf J_i=2m^2f_D\mathbf t_i-4f_d(\boldsymbol\tau\cdot\partial_i\mathbf m)\mathbf m-2m^2\partial_i(f_d\boldsymbol\tau).
\end{equation}
The local torque is a divergence, so its integral vanishes for periodic or decaying fields: the electrons exert no net xc torque on themselves. Equation (\ref{B}) and this torque identity were tested on a smooth three-dimensional texture with a trial $f$.

\section{The field on a spiral}

Let $\hat r=\mathbf u$, $\hat\theta$ and $\hat\varphi$ be the spherical unit vectors at the direction of $\mathbf m$. On a spiral $f_m,f_D,f_d$ are constants, so (\ref{B}) has constant components in this co-rotating frame. A uniform rotation about the cone axis changes $\mathbf m$ by an amount proportional to $Ms\hat\varphi$ and leaves the energy unchanged, hence $B_\varphi=0$. Changes of $M$ and $\theta$ at fixed $q$ are $\delta\mathbf m=\delta M\,\hat r+M\delta\theta\,\hat\theta$, and (\ref{def}) gives
\begin{equation}
B_r=-\left.\frac{\partial e}{\partial M}\right|_{\theta,q},\qquad
B_\theta=-\frac1M\left.\frac{\partial e}{\partial\theta}\right|_{M,q}.
\label{Bsp}
\end{equation}
The second component is transverse to $\mathbf m$, and the torque density is $MB_\theta\hat\varphi$. With (\ref{slow}),
\begin{equation}
B_\theta=-\frac{2\alpha\,sc\,q^2}{M},
\label{Bth}
\end{equation}
which agrees with (\ref{Bslow}) because $(\nabla^2\mathbf u)\cdot\hat\theta=-q^2sc$.

For the planar spiral, $\theta=90^\circ$, the transverse field vanishes. A spin rotation by $180^\circ$ about the $x$ axis maps $(\theta,\mathbf q)$ to $(180^\circ-\theta,-\mathbf q)$, and spatial inversion restores $\mathbf q$. So $e$ is symmetric about $90^\circ$ and its slope there is zero. Noncollinearity alone is thus not sufficient for a transverse field.

\section{Worked example}

Take a model gas with $r_s=2$, $M/n=0.9$, $\theta=60^\circ$ and $q=0.25\,k_F$. Exchange alone is evaluated; correlation is left out. Then $n=0.02984\,a_0^{-3}$, $M=0.02686\,a_0^{-3}$, $q=0.2399\,a_0^{-1}$, and both bands are occupied.

With $s^2=0.75$, $c^2=0.25$ and $M^4=5.20\times10^{-7}$, the invariants are $D=2.246\times10^{-8}\,a_0^{-14}$ and $d=3.231\times10^{-10}\,a_0^{-16}$. The inversion works as it should: $M^4d/D^2=0.333$, so $s^2=1/1.333=0.75$.

Equation (\ref{alpha}) gives $\alpha_x=-2.508\times10^{-4}$ Ha$/a_0$. Direct evaluation at $q=0.02\,k_F$ and cone angles $20^\circ$, $60^\circ$ and $90^\circ$ agrees within 0.02\%, which confirms the value of $\alpha_x$ and the proportionality to $s^2$ at this $q$. At the $q$ of the example the slow-rotation estimate per electron is
\begin{equation}
\frac{\alpha_xs^2q^2}{n}=\frac{-2.508\times10^{-4}\times0.75\times0.05755}{0.02984}\,{\rm Ha}=-0.363\ {\rm mHa}.
\end{equation}
The full calculation gives $-0.370$ mHa, on a uniform-gas exchange energy of $-274.9$ mHa. An independent evaluation of the double momentum integral reproduces this shift to about 1\% of its size.

For the transverse field, (\ref{Bth}) gives
\begin{equation}
B_\theta\approx\frac{2\times2.508\times10^{-4}\times0.433\times0.05755}{0.02686}\,{\rm Ha}=0.465\ {\rm mHa},
\end{equation}
and the full derivative gives $0.482$ mHa, or $0.0131$ eV. The estimate is 3\% to 4\% low, the size of the higher orders in $q$ here. The general formula (\ref{B}), fed with numerical $f_m,f_D,f_d$, returns the same $0.482$ mHa. The sign is positive, so the field leans away from the cone axis, toward larger $s$, where the exchange energy is lower.

The parallel component is $B_r=120.0$ mHa ($3.266$ eV), against $118.3$ mHa in the local approximation. The rotation thus changes the parallel component by about $1.75$ mHa, more than the transverse component it creates. The exchange field is tilted from $\mathbf m$ by $0.482/120.0=0.0040$ rad, or $0.23^\circ$. The torque density is $MB_\theta=1.29\times10^{-5}$ Ha$/a_0^3$, where the local approximation gives zero. The remaining values are in the numerical output.

\section{Points for implementation}

\paragraph{Derivatives of $f$.} With $W=D^2+m^4d$ and $e$ tabulated in $s^2$ and $q^2$, (\ref{inv}) gives
\begin{align}
f_D&=\frac{2Dm^4d}{W^2}\,e_{s^2}+\left(\frac1{m^4}-\frac d{D^2}\right)e_{q^2},\\
f_d&=-\frac{m^4D^2}{W^2}\,e_{s^2}+\frac1D\,e_{q^2},\\
f_m&=e_M-\frac{4m^3dD^2}{W^2}\,e_{s^2}-\frac{4D}{m^5}\,e_{q^2}.
\end{align}
In the slow regime $e_{s^2}=\alpha q^2$ and $e_{q^2}=\alpha s^2$, and both terms of $f_d$ have size $\alpha D/W$ and cancel. A table that does not respect (\ref{slow}) leaves a remainder in $f_d$ that grows as the gradients vanish. In the field it is multiplied by a factor of order $q^4$, so an error in $e_{s^2}$ that persists as $q\to0$ gives a spurious field of fixed size, while the true transverse field falls as $q^2$. It is safer to tabulate $(e-e_{\rm unif})/(s^2q^2)$ and to use $f=e_{\rm unif}+\alpha D/m^4$ where $q$ is small compared with $k_\uparrow-k_\downarrow$, so that the spinors tilt only slightly. At weak polarization this is a much stricter condition than $q\ll k_F$. Near full polarization it is not sufficient: the population shift $\delta$ of the slow-rotation derivation must also be small compared with $n-M$, or the upper band is emptied. For a planar spiral at $r_s=2$, $M/n=0.999$ and $q=0.1\,k_F$, the ratio $q/(k_\uparrow-k_\downarrow)$ is only $0.09$, yet the upper band is empty and the exchange shift is $0.41$ of $\alpha_xq^2$.

\paragraph{Singular points.} Where $D\to0$ at finite $d$, (\ref{inv}) gives $s\to0$ and $q\to\infty$ with $s^2q^2\to0$. The slow expansion does not apply there, and the limit of $e$ must be supplied. Where $m\to0$ the direction $\mathbf u$ is undefined and the formulas need a separate limit. Neither case is covered by the example.

\paragraph{High derivatives.} Equation (\ref{B}) contains fourth derivatives of $\mathbf m$. In a basis set, (\ref{weak}) can be used directly: with $\delta\mathbf m$ the spin density of a pair of basis functions, it gives the matrix element with second derivatives at most. The scalar potential is $v_{xc}=\partial e/\partial n$ at fixed $m,s,q$.

\section*{Computed results}
\begin{verbatim}
r_s = 2.0 a0; density n = 0.029842 a0^-3
k_F = 0.95958 a0^-1; spin density M = 0.026857 a0^-3
M/n = 0.90; cone angle = 60.0 deg
q = 0.23989 a0^-1; q/k_F = 0.25
number of filled bands = 2
chemical potential mu = 0.40124 Ha
Kohn-Sham field, in plane = 0.26538 Ha
Kohn-Sham field, along cone axis = 0.15222 Ha
invariant D = 2.24574e-08 a0^-14
invariant d = 3.23102e-10 a0^-16
exchange per electron, uniform = -274.8630 mHa
exchange per electron, spiral = -275.2331 mHa
same by chord sampling = -275.2368 mHa
spiral minus uniform = -0.3701 mHa per electron
q=0 relative error of exchange = 3.2e-10
slow-rotation test at q/k_F = 0.02
alpha from 20 deg = -2.50773e-04 Ha/a0
alpha from 60 deg = -2.50794e-04 Ha/a0
alpha from 90 deg = -2.50802e-04 Ha/a0
alpha, closed formula = -2.50762e-04 Ha/a0
B_r, uniform-gas (local) value = 118.2683 mHa
B_r, spiral family = 120.0233 mHa
B_r, general formula = 120.0192 mHa
B_theta, spiral family = 0.4817 mHa
B_theta, general formula = 0.4817 mHa
B_theta in eV = 0.01311 eV
B_r in eV = 3.26600 eV
tilt of B_x from the axis of m = 0.230 deg
torque density M*|B_theta| = 1.2938e-05 Ha/a0^3
B_theta of the planar spiral = -6.5e-12 mHa
small q: B_theta = 2.9788 microHa
small q: B_theta from alpha = 2.9782 microHa
texture: error of energy derivative = 1.1e-10
texture: largest torque component = 0.1937 (trial units)
texture: relative error of torque formula = 7.0e-11
texture: net torque / largest torque = 2.7e-17
\end{verbatim}
